Mode softening and the capture-to-emission ratio of a charge trap

**Setting**

A trap in an insulating layer exchanges electrons with a conduction band by multiphonon transitions. It is either empty or holds one electron; a second electron is excluded by repulsion. Three vibrational modes respond to the charge. Each has quantum ω0 = 0.060 eV when the trap is empty and ω1 = 0.040 eV when it is occupied. All other modes are unaffected.

Atomic units are used in the algebra, so ħ = 1, and β = 1/(k_B T). With mass-weighted coordinates q = (q₁, q₂, q₃), the two potential energy surfaces are

V0(q) = ½ ω0² Σ qᵢ²

V1(q) = ΔE + ½ ω1² Σ (qᵢ − dᵢ)².

V0 belongs to the empty trap with the electron at the band edge, which is the zero of electron energy. Thus ΔE is the energy difference between the two minima, without zero-point energy. The band electrons have the lattice temperature T and a local Fermi level μ.

For numbers take T = 300 K (k_B T = 0.02585 eV), ΔE = −1.00 eV and μ = −0.95 eV. Each mode has effective mass 20 u and is displaced by 0.25 Å on capture. The comparison trap has no softening (ω1 = ω0) but the same ΔE, μ, T and displacement.

**Part (a)**

*Treat the nuclei classically and the electronic coupling W to lowest order. Write down the capture rate k_c of an empty trap and the emission rate k_e of an occupied one. Show that W, the band density of states and the displacement cancel from k_c/k_e.*

**Answer.** In a classical Franck–Condon transition the nuclei keep their positions and momenta. Their kinetic energy is the same before and after, so energy conservation involves only the potentials. An electron of band energy E can be captured at q if E + V0(q) = V1(q), that is, if

E = U(q), with U(q) = V1(q) − V0(q).

The golden rule contains 2π|W|² times a delta function of this energy balance. Let D(E) be the density of band states per spin, zero below the band edge, and f(E) the Fermi function. Integrating over E replaces E by U(q). Capture needs a filled band state and emission an empty one. Per spin, the capture rate κ_c and the emission rate are therefore

κ_c = (2π/J0) ∫ |W|² D(U) f(U) exp(−βV0) dq

k_e = (2π/J1) ∫ |W|² D(U) [1 − f(U)] exp[−β(V1 − ΔE)] dq,

where the thermal distributions are normalized by

J0 = ∫ exp(−βV0) dq,  J1 = ∫ exp[−β(V1 − ΔE)] dq.

An empty trap accepts either spin, so k_c = 2κ_c. An occupied trap has one electron to lose, and that electron keeps its spin, so k_e has no such factor.

From f = 1/{exp[β(U − μ)] + 1} it follows that

f = (1 − f) exp[−β(U − μ)].

Insert this into κ_c and use V0 + U = V1:

exp(−βV0) f = (1 − f) exp[−β(V0 + U − μ)]
 = (1 − f) exp[−β(V1 − ΔE)] exp[−β(ΔE − μ)].

Both rates now contain the same integral over the crossing region,

I = ∫ |W|² D(U) [1 − f(U)] exp[−β(V1 − ΔE)] dq,

and read

k_c = 2 · 2π exp[−β(ΔE − μ)] I/J0,  k_e = 2π I/J1.

Everything that depends on W and D sits in I, which cancels:

k_c/k_e = 2 (J1/J0) exp[−β(ΔE − μ)].

The displacement cancels too, because shifting the integration variable removes d from J1. The step requires I ≠ 0: the surfaces must allow a transition at some band energy.

**Part (b)**

*Show that the softening multiplies k_c/k_e by 3.375 relative to the comparison trap. Find both ratios and the equilibrium occupations.*

**Answer.** The integral J0 factorizes into three Gaussians. With ∫ exp(−ax²) dx = (π/a)^½ and a = βω0²/2, each one equals (2π/β)^½/ω0. The same holds for J1 with ω1. Hence

J1/J0 = (ω0/ω1)³ = (0.060/0.040)³ = 1.5³ = 3.375.

For the comparison trap J1/J0 = 1. The spin factor and the exponential are common to both traps, so 3.375 is the required multiplier.

The exponential is exp(0.05/0.02585) = 6.92. The ratios R = k_c/k_e are

without softening: R = 2 × 6.92 = 13.8
with softening: R = 13.84 × 3.375 = 46.7.

In the steady state captures balance emissions. If p is the probability that the trap is occupied, (1 − p)k_c = p k_e, so p = R/(1 + R). The occupation rises from 0.933 to 0.979, and the probability of finding the trap empty falls from about 0.067 to 0.021.

As a numerical check, the four classical rates were integrated directly for constant W and D ∝ √E. Their double ratio is 3.372, within 0.1 percent of the formula.

**Part (c)**

*Interpret the factor thermodynamically. Does softening make capture faster?*

**Answer.** The classical partition function of one mode is

Z = (1/2π) ∫∫ exp[−β(p²/2 + ω²q²/2)] dp dq = (1/2π)(2π/β)^½ (2π/β)^½/ω = k_B T/ω.

The vibrational free energy therefore changes on capture by

ΔF = −3 k_B T ln(ω0/ω1),

and the entropy by

ΔS = −dΔF/dT = 3 k_B ln 1.5 = 1.216 k_B = 1.048 × 10⁻⁴ eV/K.

Since ΔF + TΔS = 0, the mean vibrational energy does not change: each classical mode holds k_B T whatever its frequency. The factor is exp(ΔS/k_B), purely entropic. The softer well offers more configurations at the same energy. At 300 K, TΔS = 0.031 eV, so the occupancy is that of an unsoftened level lying 0.031 eV deeper. If the free-energy difference were held fixed instead of ΔE, softening would not change the ratio at all.

The factor says nothing about either rate alone. In this example softening multiplies the capture rate by 0.246 and the emission rate by 0.0730. Both fall, and their quotient is 3.37. The expressions in (a) show why the two changes differ. Capture changes through I alone, because J0 belongs to the empty trap. Emission changes through I/J1: the occupied trap also spreads over a configuration volume 3.375 times larger and spends a smaller share of its time near the crossing.

Part of the fall in I is a higher barrier. Let Q be the ordinary length coordinate along the total displacement D_Q = √3 × 0.25 = 0.433 Å. The stiffnesses are 17.22 eV/Å² (empty) and 7.655 eV/Å² (occupied). For an electron at the band edge the softened surfaces cross where

−1 + ½(7.655)(Q − 0.433)² − ½(17.22)Q² = 0.

The root nearest the empty minimum is Q = −0.099 Å, at a height ½(17.22)(0.0994)² = 0.085 eV. Without softening the quadratic terms cancel, leaving

−1 + 1.615 − (17.22)(0.433)Q = 0,

so Q = 0.0824 Å and the height is 0.0585 eV, against 0.0852 eV with softening. The difference of 0.027 eV alone gives a factor of about 0.36. Softening only the motion along Q indeed multiplies the integrated capture rate by 0.359. The remainder comes from the two modes across Q. Motion along them lowers U in the softened trap and pushes the crossing further out, which costs a further factor of 0.687. The product is 0.246.

The two crossings lie on opposite sides of the empty minimum. Softening at fixed displacement lowers the relaxation energy on the occupied surface from 1.615 to 0.718 eV, below |ΔE|. U at the empty minimum changes from +0.61 to −0.28 eV, which puts the softened trap in the inverted regime. Whether softening slows capture therefore depends on the displacement. It does so below about 0.255 Å per mode, and below 0.22 Å the softened trap has no classical transition at or above the band edge at all. With 0.26 Å per mode instead of 0.25 Å, softening makes capture 3.3 times faster, and with 0.30 Å about 2000 times faster. The quotient of the capture and emission changes stays at 3.37 in both cases.

**Part (d)**

*Replace the classical vibrations by quantum ones. What is the multiplier at 300 K, and why must the energy held fixed be specified?*

**Answer.** Let m and n label vibrational states of the empty and occupied trap, with energies ε_m and ε_n above the respective minima. A transition between them involves the band energy

E_mn = ΔE + ε_n − ε_m.

Capture carries the weight exp(−βε_m) f(E_mn)/Z0. By the Fermi identity,

exp(−βε_m) f/Z0 = (1 − f) exp[−β(ε_m + E_mn − μ)]/Z0
 = (Z1/Z0) exp[−β(ΔE − μ)] · (1 − f) exp(−βε_n)/Z1.

The last product is the emission weight of the same pair. The squared matrix element and density of states are also common to the pair, so the ratio has its former structure with J1/J0 replaced by Z1/Z0. For one oscillator the geometric series gives

Z = Σ exp[−βω(n + ½)] = 1/[2 sinh(βω/2)],

and the multiplier becomes

M = [sinh(βω0/2)/sinh(βω1/2)]³.

At 300 K the arguments are 1.160 and 0.774, and M = 4.80. This is 42 percent above the classical value. Full three-mode rates built from computed vibrational overlaps give the same 4.80.

The approach to the classical limit follows from ln(sinh x/x) ≈ x²/6 for small x:

M ≈ (ω0/ω1)³ exp[β²(ω0² − ω1²)/8].

This gives 4.91 at 300 K, already close to M. At 400 K the full formula gives 4.14. The value 3.375 is thus the high-temperature limit, and neither temperature is deep inside it.

The quantum multiplier has two parts. Capture lowers the zero-point energy by 3 × ½ × 0.020 = 0.030 eV, which favours the occupied state by a factor exp(0.030/0.02585) = 3.19 when the minima are held fixed. The other part comes from thermal excitation. If the zero-point-corrected difference is held fixed instead, this gain is already counted, and the multiplier is

{[1 − exp(−βω0)]/[1 − exp(−βω1)]}³ = 1.50.

The two agree, since 1.504 × 3.19 = 4.80. Thermal excitation alone thus favours the occupied state less than the classical 3.375, but the zero-point gain more than makes up for it. At these temperatures a level quoted between vibrational ground states must therefore not be combined with the factor 3.375. Its multiplier also tends to 3.375 at high temperature, but slowly: it is 1.73 at 400 K and 2.46 at 1000 K.

The effect of quantum nuclei on the separate rates depends on the surfaces. For the softened trap as specified they raise capture by a factor of 4.9 and emission by 3.5 relative to classical nuclei. These two numbers are rough, because the unbroadened lines form a comb with 0.02 eV spacing. Shifting ΔE by up to 0.015 eV moves them between 3.2 and 5.6 for capture and between 2.2 and 4.0 for emission, at a fixed quotient of 1.42. With 0.27 Å per mode the factors are only 1.27 and 0.90.

**Part (e)**

*Which assumptions matter most in a charge-trap memory cell?*

**Answer.** A trap depth of 1 eV, operation at 300 K with hot conditions near 400 K, and a field of 1 MV/cm are rough values for a charge-trap flash cell that is holding its charge; programming and erasing use fields several times higher. The softening and displacement are chosen for this question and do not describe an identified defect.

Of the assumptions behind the ratio, the one most at risk in such a cell is local equilibrium. Suppose the electrons have temperature T_e while the lattice stays at T. The Fermi identity then contains T_e, and the capture integrand keeps an extra factor

exp[(U − μ)(1/(k_B T) − 1/(k_B T_e))],

which does not cancel. Its average depends on the surfaces and so differs between the two traps. For T_e = 600 K, a lattice at 300 K and unchanged μ, the classical multiplier drops from 3.375 to 1.40. During charge loss into an empty band there is no capture to balance emission. The equilibrium ratio then does not describe retention; k_e itself is needed.

A field alone acts differently. It lets band states leak below the local band edge, so electrons can tunnel. With a uniform field of 1 MV/cm, band mass 0.5 mₑ, constant W and a neutral empty trap, both classical rates of the softened trap rise about 1770-fold. The size is special to this inverted trap, which the tail states let capture near its empty minimum, at U ≈ −0.27 eV. The unsoftened trap gains only a factor of 6. For the softened trap, quantum nuclei reduce the 1770 to about 320, a rough value that moves between about 320 and 630 when ΔE shifts by 0.01 eV against the comb of lines. A band mass of 0.4 mₑ raises the classical 1770 to about 4400, and the field matters far more: the gain is about 25 at 0.5 MV/cm and about 10⁶ at 2 MV/cm. As long as the tail states are filled according to the same μ and the lattice temperature, this change is confined to D and cancels: the computed multiplier stays at 3.37. These states become propagating about 3 nm downfield, so the condition concerns the electrons there and not only those at the trap. With T_e = 600 K in the same field the classical multiplier falls to about 0.10, so the value 1.40 above holds only at zero field.

Two smaller corrections concern the lattice. A quartic term of 15 eV/Å⁴ per mode in the occupied state narrows its well and lowers the classical factor to 3.20. Modes outside the chosen three can also add up: if the frequencies of 100 of them rise by 0.1 percent on capture, they contribute 1.001⁻¹⁰⁰ = 0.905 classically and reduce 3.375 to 3.05. For quantum modes at 300 K the factor is smaller, 0.87 for quanta of 0.06 eV and 0.80 for 0.11 eV.

Computed values

```
mode quantum, empty trap: 0.060 eV
mode quantum, occupied trap: 0.040 eV
temperature: 300 K; kT: 0.02585 eV
minimum-to-minimum energy dE: -1.00 eV
Fermi level from band edge: -0.95 eV
mode mass: 20 u; displacement per mode: 0.25 angstrom
total displacement D: 0.4330 angstrom
stiffness, empty: 17.224 eV/angstrom^2
stiffness, occupied: 7.655 eV/angstrom^2
relaxation energy on occupied surface: 0.7177 eV
relaxation energy on empty surface: 1.6148 eV
softened trap, crossing at Q: -0.0994 angstrom
softened trap, capture barrier at band edge: 0.0852 eV
softened trap, emission barrier: 1.0852 eV
factor per mode: 1.500
classical factor, formula: 3.3750
classical factor, from four rates: 3.3718
Boltzmann factor exp(-(dE-mu)/kT): 6.9177
rate ratio without softening (spin 2): 13.841
rate ratio with softening (spin 2): 46.670
occupation without softening: 0.9326
occupation with softening: 0.9790
capture rate, softened/unsoftened: 0.2462
emission rate, softened/unsoftened: 0.07302
vibrational entropy change: 1.0482e-04 eV/K = 1.2164 k
T times entropy change: 0.03145 eV
quantum factor at 300 K, formula: 4.7987
quantum factor at 300 K, from rates: 4.7987
quantum factor, leading correction: 4.9060
quantum/classical factor at 300 K: 1.4218
quantum factor at 400 K: 4.1352
zero-point energy change: -0.0300 eV
factor at fixed zero-point-corrected energy, 300 K: 1.5036
capture rate, quantum/classical nuclei: 4.938
emission rate, quantum/classical nuclei: 3.471
quartic term, occupied state: 15 eV/angstrom^4
classical factor with quartic term: 3.1966
100 other modes stiffer by 0.1 percent: extra factor 0.9049
field: 1.0 MV/cm; band mass: 0.5 m_e
field energy scale theta: 0.0913 eV
capture rate, with/without field: 1771
emission rate, with/without field: 1770
classical factor in the field: 3.3736
band-edge filling (degeneracy): 1.10e-16
factor with electrons at 600 K, lattice 300 K: 1.3975
```
